\section*{How fast water vapour supplies a surface during oxide deposition}

\section{A choice of time step and boundary condition}

A simulation of one cycle of atomic layer deposition has to treat the water pulse somehow. One choice is to resolve the arrival of molecules at the surface, which requires a time step shorter than the time in which a layer's worth of water arrives. The other is to treat arrival as immediate and spend the effort on gas transport and surface reactions. A first guide is the time water vapour needs to deliver about as many molecules as the surface can use.

Take a partial pressure $p=1$ Pa, a gas temperature $T=500$ K and a dose $N=5\times10^{14}$ molecules per cm$^2$. The dose arrives in about 0.2 ms. This counts molecules that strike the surface, whether or not they stick. A model that advances in steps of 1 ms therefore cannot resolve the arrival. Whether it may ignore it depends on sticking and on the supply of gas, both of which can lengthen the process greatly.

The algebra uses atomic units, $\hbar=m_e=e=1$, and $\Theta=k_BT$ denotes the thermal energy. The molecular mass is $m$, the number density is $n$, and $J$ is the number of arrivals per area and time. The numerical example uses the units of process work.

\section{The estimate on the back of an envelope}

A dilute gas obeys $p=n\Theta$. At 500 K, $\Theta=0.0431$ eV, or $6.90\times10^{-21}$ J, so
\begin{equation}
n=\frac{1\ \mathrm{Pa}}{6.90\times10^{-21}\ \mathrm J}
\simeq1.45\times10^{14}\ \mathrm{cm^{-3}} .
\end{equation}
The motion along the surface normal carries a mean kinetic energy $\Theta/2$. A typical normal speed is therefore $\sigma=\sqrt{\Theta/m}$. In atomic units $\Theta=0.0431/27.2=1.58\times10^{-3}$ and $m=32839$, which gives $\sigma=2.2\times10^{-4}$. One atomic unit of velocity is $2.19\times10^{6}$ m/s, so $\sigma\simeq480$ m/s.

Half the molecules move towards the surface. If all of these had normal speed $\sigma$, the arrival rate would be
\begin{equation}
J_{\rm rough}=\tfrac12 n\sigma
\simeq\tfrac12(1.45\times10^{14})(4.8\times10^{4})
\simeq3.5\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
The dose then takes $N/J_{\rm rough}\simeq0.14$ ms. This fixes the order of magnitude. The factor multiplying $n\sigma$ is still a guess, because the molecules do not share one speed.

\section{The controlled derivation}

\subsection{Counting arrivals}

Assume that the gas is classical, dilute and in equilibrium up to a flat wall, and that its pressure is constant. Let $v$ be the velocity component towards the wall. Its distribution is
\begin{equation}
f(v)=\sqrt{\frac{m}{2\pi\Theta}}\;e^{-mv^2/2\Theta},
\qquad \int_{-\infty}^{\infty}f(v)\,dv=1 .
\end{equation}
Consider an interval $\delta t$ so short that collisions within it can be neglected. A molecule with $v>0$ reaches the wall if it starts within a height $v\,\delta t$. Above unit area there are $n f(v)\,dv\,v\,\delta t$ such molecules in the velocity range $dv$. Summing over positive velocities and dividing by $\delta t$ gives
\begin{equation}
J=n\int_0^\infty v f(v)\,dv .
\end{equation}
The substitution $u=mv^2/2\Theta$, with $v\,dv=(\Theta/m)\,du$, gives
\begin{equation}
\int_0^\infty v\,e^{-mv^2/2\Theta}dv
=\frac{\Theta}{m}\int_0^\infty e^{-u}du=\frac{\Theta}{m}.
\end{equation}
Therefore
\begin{equation}
J=n\sqrt{\frac{m}{2\pi\Theta}}\,\frac{\Theta}{m}
=n\sqrt{\frac{\Theta}{2\pi m}} .
\label{eq:fluxn}
\end{equation}
Collisions do not alter this rate as long as they leave the density and velocity distribution at the wall in equilibrium. The count over a longer time is then $Jt$.

The result can also be written with the mean speed $\bar v$ in three dimensions. Averaging over spherical shells in velocity space, and using $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$ with $a=m/2\Theta$, one finds
\begin{equation}
\bar v=4\pi\left(\frac{m}{2\pi\Theta}\right)^{3/2}
\frac{2\Theta^2}{m^2}=\sqrt{\frac{8\Theta}{\pi m}},
\qquad J=\frac{n\bar v}{4}.
\label{eq:quarter}
\end{equation}
In this formula $v$ is the full speed, and the factor $1/4$ accounts for both the direction of motion and its obliquity.

\subsection{Replacing density by pressure}

A molecule that rebounds elastically transfers momentum $2mv$ to the wall. Multiplying by the arrival rate at each velocity gives
\begin{equation}
p=2mn\int_0^\infty v^2f(v)\,dv .
\end{equation}
The integrand is even, so the integral is half the mean square $\Theta/m$ of the Gaussian. Hence $p=2mn\,\Theta/(2m)=n\Theta$. Inserting $n=p/\Theta$ in Eq.~(\ref{eq:fluxn}) yields
\begin{equation}
J=\frac{p}{\sqrt{2\pi m\Theta}},\qquad
t=\frac NJ=\frac{N\sqrt{2\pi m\Theta}}{p}.
\label{eq:time}
\end{equation}

For the example $\bar v=767$ m/s, and Eq.~(\ref{eq:quarter}) gives
\begin{align}
J&=\tfrac14(1.449\times10^{14})(7.67\times10^4)
\simeq2.78\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}},\\
t&=\frac{5.0\times10^{14}}{2.78\times10^{18}}\ \mathrm s
\simeq0.180\ \mathrm{ms}.
\end{align}
To one figure this is 0.2 ms. The product $pt$ does not depend on pressure at fixed temperature. Here it equals $1.80\times10^{-4}$ Pa s, or 1.35 langmuir, where one langmuir is $10^{-6}$ Torr s.

A free-flight simulation tests the counting and the pressure together. Four million sampled molecules, with Maxwell velocities and uniform starting heights, represented the gas at the density above. In 0.180 ms the wall received 1.0006 times the required dose, and the momentum transfer corresponded to 1.0007 Pa. The sampling noise of each figure is about 0.002, so both agree with 1 within that noise.

\section{Comparing the two estimates}

The rough time is $2N/(n\sigma)$ and the derived time is $\sqrt{2\pi}\,N/(n\sigma)$. Their ratio is $2/\sqrt{2\pi}=0.80$, so the rough estimate is 20\% shorter than the derived time. The reason is the choice of speed: $\sigma$ is a root-mean-square speed, whereas arrivals are governed by the mean normal speed of the approaching half, which is $\sqrt{2/\pi}\,\sigma$.

The temperature dependence needs a statement of what is held fixed. At fixed density, hotter molecules arrive faster and $t\propto T^{-1/2}$. At fixed pressure the density falls as $1/T$, which outweighs the gain in speed, and $t\propto T^{1/2}$. If all the gas were at 300 K and still at 1 Pa, the time would fall to 0.14 ms. An uncertain gas temperature in this range does not change the order of magnitude.

\section{Sticking losses}

Suppose first that each arriving molecule sticks with constant probability $s$. The uptake rate is $sJ$, so collecting the dose takes $t/s$. For a chosen value $s=0.1$ this is 1.80 ms.

A surface with a limited number of sites behaves differently. Let there be $N$ sites per area, each able to hold one molecule, and let molecules that land on filled sites return to the gas. With filled fraction $\theta$ and elapsed time $t'$,
\begin{equation}
N\frac{d\theta}{dt'}=sJ(1-\theta)
\quad\Longrightarrow\quad
\frac{d\theta}{1-\theta}=\frac{s}{t}\,dt',
\end{equation}
because $J/N=1/t$. Integration from an empty surface gives $-\ln(1-\theta)=st'/t$, or
\begin{equation}
\theta(t')=1-e^{-st'/t}.
\end{equation}
Even for $s=1$, one full dose of arrivals fills only $1-e^{-1}=0.632$ of the sites, since some molecules land where others already sit. Filling 99\% of the sites takes $t\ln(100)/s$. For $s=0.1$ this is $0.180\times4.61/0.1\simeq8.3$ ms, about 46 times the arrival time. The last few per cent of coverage are slow because few arrivals find an empty site.

\section{Where the molecules come from}

\subsection{The inventory of the gap}

The height of gas that contains the whole dose is
\begin{equation}
h=\frac Nn=\frac{Jt}{n}=\frac{\bar v t}{4}\simeq3.45\ \mathrm{cm}.
\end{equation}
A closed gap 1 cm high holds 0.29 of the dose. A surface that reflects its molecules can still be struck $N$ times per area, because the same molecules return. A surface that consumes them cannot collect $N$ from a single filling of the gap. Fresh gas must flow in to keep the pressure constant, and the speed of that flow may set the pulse length.

The mean free path $\ell$ shows whether molecules cross such distances undisturbed. A molecule of collision diameter $d$ meets others at the rate $n\pi d^2\,\bar v_{\rm rel}$. The difference of two independent thermal velocities has twice the variance of one, so $\bar v_{\rm rel}=\sqrt2\,\bar v$ and
\begin{equation}
\ell=\frac{\bar v}{\sqrt2\,n\pi d^2\bar v}
=\frac{\Theta}{\sqrt2\,\pi d^2p}.
\end{equation}
With a rough $d=0.4$ nm, $\ell$ is about 1 cm in pure water vapour at 1 Pa. This is shorter than $h$, so a strongly absorbing wall disturbs a gas in which collisions matter. Equation~(\ref{eq:time}) then remains an estimate of scale, since its equilibrium assumption no longer holds at the wall.

\subsection{A stagnant carrier gas}

Now let the water be a dilute component in about 100 Pa of stagnant carrier gas, and let the wall absorb every molecule that strikes it. Water must then diffuse to the wall. Its density $c(z,t')$ obeys
\begin{equation}
\frac{\partial c}{\partial t'}=D\frac{\partial^2c}{\partial z^2},
\qquad c(z,0)=n,\qquad c(0,t')=0 ,
\end{equation}
in a gas much deeper than the depleted layer. Neither the equation nor these conditions contain a length, so try $c=n\,g(\eta)$ with $\eta=z/(2\sqrt{Dt'})$. The derivatives are
\begin{equation}
\frac{\partial c}{\partial t'}=-\frac{n\eta}{2t'}\,g',\qquad
\frac{\partial^2c}{\partial z^2}=\frac{n}{4Dt'}\,g'' ,
\end{equation}
and the diffusion equation becomes $g''=-2\eta g'$. Thus $g'=A e^{-\eta^2}$. Since $g$ rises from 0 at the wall to 1 far away, $A\sqrt\pi/2=1$ and $A=2/\sqrt\pi$. The flux towards the wall is
\begin{equation}
D\left.\frac{\partial c}{\partial z}\right|_{0}
=\frac{Dn}{2\sqrt{Dt'}}\,\frac{2}{\sqrt\pi}
=n\sqrt{\frac{D}{\pi t'}} .
\end{equation}
Its time integral is $2n\sqrt{Dt'/\pi}$. Setting this equal to $N=nh$ and squaring gives
\begin{equation}
t'=\frac{\pi h^2}{4D}
\simeq\frac{\pi(3.45\ \mathrm{cm})^2}{4(500\ \mathrm{cm^2/s})}
\simeq19\ \mathrm{ms},
\end{equation}
where $D=500$ cm$^2$/s is a round value for water in nitrogen or argon at these conditions. Standard gas-kinetic estimates give about 560 to 650 cm$^2$/s for these carriers, or 14 to 17 ms, and about four times the round value for helium. A nitrogen or argon carrier thus makes the supply roughly 100 times slower than the arrival estimate. A finite-difference solution with the same $n$ and $D$, in a column twelve diffusion lengths $\sqrt{Dt'}$ deep, gave 0.9999 of the required dose at the predicted time.

The condition $c(0,t')=0$ needs justification, since a wall without molecules near it receives none. Let the density at the wall be $c_w$. The kinetic uptake is of order $c_w\bar v/4$ and must match the diffusive flux $D\,\partial c/\partial z$. The ratio of $c_w$ to its gradient is then about $4D/\bar v=0.026$ cm, far below $h$, so $c_w$ is a small fraction of $n$ once the depleted layer is centimetres thick.

The diffusion length at 19 ms is about 3 cm. The calculation therefore applies to a volume at least about twice as deep as this, and not to a gap of 1 cm. In such a gap the water above the wafer runs out first, and the dose has to be carried in by the gas flow.

\section{Zirconium dioxide growth as a real case}

Zirconium dioxide films can be grown by alternating pulses of zirconium tetrachloride and water. The balance over a complete cycle is
\begin{equation}
\mathrm{ZrCl_4+2H_2O\longrightarrow ZrO_2+4HCl}.
\end{equation}
Two water molecules are used per zirconium atom, so the dose corresponds to $2.5\times10^{14}$ formula units per cm$^2$ if every molecule reacts. A rough film density of 5.7 g/cm$^3$ means $2.79\times10^{22}$ formula units per cm$^3$. The equivalent thickness is
\begin{equation}
\frac{2.5\times10^{14}}{2.79\times10^{22}}\ \mathrm{cm}
\simeq0.09\ \mathrm{nm}.
\end{equation}
Growth in real reactors is roughly 0.1 nm per cycle or somewhat less, so the chosen dose has the size of one cycle's water consumption. A temperature near 500 K and a total pressure near 100 Pa are also possible for such a process. Water pulses, however, can last from tens of milliseconds to seconds, far longer than 0.18 ms. The arrival estimate assumes an undisturbed gas at constant pressure and counts arrivals, not uptake. Neither need describe a reactor. In the example, a deep layer of stagnant carrier alone moves the time from 0.18 to about 19 ms, and a sticking probability of 0.1 with site blocking, at constant pressure on the wall, moves it to about 8 ms for 99\% filling. Acting together, the two effects need about 36 ms for 99\% filling. The value 0.1 is chosen, not measured for this surface. At constant pressure on the wall the filling time scales as $1/s$, so $s=10^{-3}$ would give 0.8 s. Valve response and gas flow add times that depend on the reactor.

A patterned wafer needs more water per unit of opening. If the walls of a trench have $A$ times the area of its mouth and each part requires the dose $N$, then $AN$ molecules must enter per unit area of the mouth. For an equilibrium gas above the mouth they enter at most at the rate $J$, so the filling takes at least $At$. Molecules that bounce back out of the trench lengthen it further, by a factor that grows with depth, so the filling time of a deep trench rises faster than $A$.

\section{Validity of the classical ideal gas}

Two approximations in Eq.~(\ref{eq:time}) are safe by a wide margin. The first is classical statistics. Along one direction, the thermally weighted number of plane-wave states per length is
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-k^2/2m\Theta}
=\frac{\sqrt{2\pi m\Theta}}{2\pi}=\frac1\Lambda,
\qquad \Lambda=\sqrt{\frac{2\pi}{m\Theta}} .
\end{equation}
Here $\Lambda=0.018$ nm, and the number of molecules per accessible translational state is $n\Lambda^3\simeq9\times10^{-13}$. Quantum statistics is irrelevant to the arrival rate at this density.

The second is the ideal-gas law. The leading correction is $p=n\Theta(1+Bn)$. With a rough second virial coefficient $B=-200$ cm$^3$/mol, divided by Avogadro's number to give a volume per molecule, $|Bn|\simeq5\times10^{-8}$.

For the simulation of a cycle, these sizes suggest where the effort belongs. Under the conditions of the example, a step of 1 ms may skip the arrival of individual doses, but site filling at $s=0.1$ and diffusion from a deep layer of carrier gas extend over several steps and should be resolved. If the pressure at the wall stays constant and $s=0.1$, the time constant of the filling is only $t/s=1.8$ ms, so a simple explicit update of the coverage needs a step well below 1 ms to be accurate. Depletion by a carrier gas or a smaller $s$ slows the filling and relaxes this limit. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
water pressure: 1.0 Pa
gas temperature: 500 K
required dose: 5.0e+14 cm^-2
water mass: 18.015 u
ARRIVAL ESTIMATE
water mass in atomic units: 32839 m_e
thermal energy: 0.0431 eV
number density: 1.449e+14 cm^-3
mean speed: 767 m/s
arrival flux: 2.776e+18 cm^-2 s^-1
arrival time: 0.180 ms
exposure: 1.35 langmuir
simulated dose / required dose: 1.0006
simulated pressure: 1.0007 Pa
ZIRCONIUM DIOXIDE FILM
water molecules per Zr: 2
rough film density: 5.7 g/cm^3
formula units: 2.79e+22 cm^-3
oxide thickness from dose: 0.090 nm
STICKING AND TEMPERATURE
chosen sticking probability: 0.1
time, constant sticking: 1.80 ms
time, 99% of sites filled: 8.29 ms
coverage after one dose, s=1: 0.632
arrival time for 300 K gas: 0.140 ms
SUPPLY AND CARRIER GAS
gas column holding dose: 3.45 cm
reactor gap: 1.0 cm
fraction of dose in gap: 0.290
rough diffusivity, 100 Pa carrier: 500 cm^2/s
carrier-limited time, s=1: 18.7 ms
carrier time / arrival time: 104
wall length 4D/mean speed: 0.026 cm
numerical uptake / dose: 0.9999
VALIDITY
rough collision diameter: 0.4 nm
mean free path: 0.97 cm
thermal wavelength: 0.0184 nm
degeneracy n*lambda^3: 9.0e-13
rough second virial: -200 cm^3/mol
non-ideal fraction: 4.8e-08
\end{verbatim}
